# Why a Circularly Driven Uniaxial Macrospin Can Be Quasiperiodic but Never Chaotic

A disk-shaped magnet is driven by a field of 200 Oe that rotates in its plane at 5 GHz. In the computed steady state, the strongest line of the in-plane magnetization lies at 0.46 GHz, with amplitude 0.82. The line at the drive frequency has amplitude 0.24. The slow frequency is not a simple fraction of the drive frequency, and it shifts continuously when the drive is changed slightly. Such a response could be a first step towards chaos, but in this model it can go no further. To see why, we take the contributions to the motion one at a time.

## The model

Let \(\mathbf m\) be the unit magnetization of a single rigid domain. With \(\gamma>0\), the Gilbert equation in Gaussian units is
\[
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\frac{d\mathbf m}{dt},\qquad \alpha>0 .
\]
The field has a static axial part \(H_z\), an anisotropy part \(\kappa H_p m_z\) along the same axis, and a part of constant amplitude \(H_a>0\) rotating about that axis at \(\omega>0\). Here \(\kappa=-1\) means easy plane and \(\kappa=+1\) easy axis. There is no noise.

Measure fields in \(H_p\) and time in \(1/(\gamma H_p)\), and write \(h_z=H_z/H_p\), \(h=H_a/H_p\), \(\Omega=\omega/(\gamma H_p)\). A prime is a derivative in reduced time \(\tau\). Then
\[
\mathbf m'=-\mathbf m\times\mathbf b+\alpha\,\mathbf m\times\mathbf m',\qquad
\mathbf b=(h\cos\Omega\tau,\;h\sin\Omega\tau,\;h_z+\kappa m_z).
\]
Take the cross product with \(\mathbf m\). Since \(\mathbf m\cdot\mathbf m'=0\), we have \(\mathbf m\times(\mathbf m\times\mathbf m')=-\mathbf m'\), so \(\mathbf m\times\mathbf m'=-\mathbf m\times(\mathbf m\times\mathbf b)-\alpha\mathbf m'\). Substitution gives the explicit rate
\[
(1+\alpha^2)\,\mathbf m'=-\mathbf m\times\mathbf b-\alpha\,\mathbf m\times(\mathbf m\times\mathbf b).
\]

## First contribution: axial symmetry removes time

Let \(R\) be the rotation by \(\Omega\tau\) about \(\mathbf e_z\), and set \(\mathbf m=R\mathbf n\). Then \(\mathbf m'=R(\mathbf n'+\Omega\,\mathbf e_z\times\mathbf n)\). The rotating field becomes fixed, and the axial field is unchanged because \(m_z=n_z\). Rotations preserve cross products, so
\[
\mathbf n'=\mathbf F(\mathbf n)=-\frac{\mathbf n\times\mathbf b+\alpha\,\mathbf n\times(\mathbf n\times\mathbf b)}{1+\alpha^2}-\Omega\,\mathbf e_z\times\mathbf n,\quad \mathbf b=(h,0,h_z+\kappa n_z).
\]
Time has disappeared. The state is a point on a sphere, moved by a steady smooth flow whose orbits cannot cross.

Use polar angles with \(c=\cos\theta=n_z\), \(s=\sin\theta\), and \(\varphi\) measured from the rotating field. The tangential field components are
\[
b_\theta=hc\cos\varphi-(h_z+\kappa c)s,\qquad b_\varphi=-h\sin\varphi .
\]
At a fixed point \(\mathbf m'=\Omega s\,\hat{\boldsymbol\varphi}\). The Gilbert equation then requires \(b_\theta=-\Omega s\) and \(b_\varphi=\alpha\Omega s\), or
\[
hc\cos\varphi=(h_z+\kappa c-\Omega)s,\qquad -h\sin\varphi=\alpha\Omega s .
\]
Multiply the second equation by \(c\), square both and add:
\[
h^2c^2=(1-c^2)\left[(h_z+\kappa c-\Omega)^2+\alpha^2\Omega^2c^2\right].
\]
At \(c=1\) the two sides differ by \(h^2\), so this quartic is not an identity and has finitely many roots. Each root allows at most two values of \(\varphi\). The fixed points are therefore finite in number.

## Second contribution: the sphere leaves no room

Draw a short arc \(\Sigma\) that the flow crosses in one direction. Let an orbit cross it successively at \(p_0\) and \(p_1\). If \(p_1=p_0\), the orbit is closed. Otherwise the orbit piece from \(p_0\) to \(p_1\), together with the piece of \(\Sigma\) between them, forms a simple closed curve. By the Jordan curve theorem it divides the sphere into two regions.

No orbit crosses the first piece, and all orbits cross the second in the same direction. After \(p_1\) the orbit is thus confined to one region, \(D\). The part of \(\Sigma\) beyond \(p_0\) lies outside \(D\), while the part beyond \(p_1\) lies inside. The next crossing must lie beyond \(p_1\). Successive crossings are therefore monotone along \(\Sigma\).

Two consequences follow.

1. A recurrent point is one to which its own orbit returns arbitrarily closely at late times. If it is not fixed, put \(\Sigma\) through it. Monotone crossings would move away and never come back near it, so the orbit must be closed.
2. The limit set \(L\) of an orbit, meaning all points it approaches at arbitrarily late times, meets \(\Sigma\) in at most one point, since a monotone sequence has one limit.

Now take a point \(y\) of \(L\) that is not fixed. Suppose the orbit of \(y\) itself accumulates at a point \(z\) that is not fixed. It then crosses an arc through \(z\) repeatedly. All these crossings belong to \(L\), so they coincide, and the orbit of \(y\) is closed. The original orbit crosses an arc through \(y\) at points converging to \(y\), and by continuity it follows the closed orbit ever more closely; \(L\) is that closed orbit. If instead \(y\) accumulates only at fixed points, it tends to a single one, because its limit set is connected and the fixed points are finite in number. The same holds backwards in time. Hence \(L\) is a fixed point, a closed orbit, or a set of fixed points with orbits joining them. This is the Poincaré-Bendixson result for our flow.

Chaos here means a recurrent, non-periodic motion with exponential sensitivity to the initial state. Its long-time statistics define an invariant probability measure. By Poincaré's recurrence theorem almost every point of such a measure is recurrent, hence fixed or on a closed orbit. No chaotic motion remains. An unstable fixed point does have a positive Lyapunov exponent, but it is not chaos.

## Back in the laboratory: two frequencies

A fixed point of \(\mathbf n\) is steady precession at \(\Omega\). A closed orbit of period \(T\) has frequency \(\nu=2\pi/T\), and \(n_x+in_y=\sum_k a_k e^{-ik\nu\tau}\). Multiplying by \(e^{i\Omega\tau}\) gives
\[
m_x+im_y=\sum_k a_k\,e^{i(\Omega-k\nu)\tau}.
\]
The motion is quasiperiodic if \(\nu/\Omega\) is irrational and periodic if it is rational. If the orbit circles the axis once per period with \(\varphi\) falling, the laboratory azimuth \(\psi=\varphi+\Omega\tau\) advances at the mean rate \(W=\Omega-\nu\). This is the line \(k=1\).

## Third contribution: damping selects, rotation feeds

The field derives from \(g=-hn_x-h_zn_z-\tfrac12\kappa n_z^2\), with \(\mathbf b=-\nabla g\). The precession term moves along contours of \(g\), and damping moves down its slope. Frame rotation changes \(g\) at the rate \(-\Omega\,\partial g/\partial\varphi=-\Omega hn_y\). The explicit rate gives \(|\mathbf m'|^2=|\nabla_S g|^2/(1+\alpha^2)\), where \(\nabla_S\) is the gradient on the sphere, so
\[
g'=-\alpha|\mathbf m'|^2-\Omega h n_y .
\]
Without the last term \(g\) could not return to its starting value during a motion, and the laboratory state would come to rest. The drive pays for sustained motion.

Damping also decides stability. Precession and frame rotation preserve area on the sphere. Damping contributes \(-\alpha\Delta_Sg/(1+\alpha^2)\) to the divergence. For a function of \(c\), \(\Delta_Sf=\frac{d}{dc}[(1-c^2)f_c]\), so \(\Delta_Sn_z=-2n_z\) and \(\Delta_Sn_z^2=2-6n_z^2\); by symmetry \(\Delta_Sn_x=-2n_x\). Therefore
\[
\operatorname{div}\mathbf F=\frac{\alpha}{1+\alpha^2}\left[\kappa(1-3c^2)-2h_zc-2hn_x\right].
\]
Over one turn of a closed orbit, small areas scale by \(\exp\oint\operatorname{div}\mathbf F\,d\tau\). Displacements along the orbit return unchanged, so this factor is the multiplier of transverse displacements. The orbit attracts if it is below one.

**Existence at weak drive.** For \(h=0\) the polar equations are
\[
c'=\frac{\alpha(1-c^2)(h_z+\kappa c)}{1+\alpha^2},\qquad
\varphi'=\frac{h_z+\kappa c}{1+\alpha^2}-\Omega .
\]
With \(\kappa=-1\) and \(|h_z|<1\), the cone \(c=h_z\) attracts at the rate \(\alpha(1-h_z^2)/(1+\alpha^2)\). It is at rest in the laboratory, but in the rotating frame it is a closed orbit with \(\varphi'=-\Omega\). Its return map has slope below one, so the implicit function theorem preserves the orbit for small enough \(h\). For \(\kappa=+1\) the cone \(c=-h_z\) repels, and at weak drive the corresponding cycle is unstable.

There is also a global argument. If the only fixed points are two repellers, no other orbit can accumulate at them, since an orbit that has left a repeller's neighbourhood cannot re-enter it. Poincaré-Bendixson then forces a closed orbit. This was tested with \(\kappa=-1\), \(h=0.01\), \(\alpha=0.02\), \(h_z=0.5\), \(\Omega=0.6\): both fixed points repel, and starts at \(\cos\theta=\pm0.95\) reach the same drift rate.

## The size of the drift

The axial component of the Gilbert equation is \(m_z'=hn_y+\alpha s^2\psi'\), because \((\mathbf m\times\mathbf b)_z=-hn_y\) and \((\mathbf m\times\mathbf m')_z=s^2\psi'\). Average this and the equation for \(g'\) over a closed orbit:
\[
h\langle n_y\rangle=-\alpha\langle s^2\psi'\rangle,\qquad
\alpha\langle|\mathbf m'|^2\rangle=-\Omega h\langle n_y\rangle .
\]
Eliminating \(\langle n_y\rangle\) gives
\[
\langle s^2\psi'\rangle=\frac{\langle|\mathbf m'|^2\rangle}{\Omega}.
\]
Damping sets both the angular momentum loss and the energy loss, and \(\alpha\) cancels.

For the easy plane at weak drive, let \(c_0=h_z\) and \(s_0^2=1-h_z^2\). To first order in \(h\), and with \(\alpha\) neglected in the fast oscillation, \(\varphi'=-\Omega\) and
\[
\theta'=-h\sin\varphi,\qquad s_0\psi'=-hc_0\cos\varphi+s_0^2\,\delta\theta .
\]
Since \((\cos\varphi)'=\Omega\sin\varphi\), the first equation gives \(\delta\theta=-(h/\Omega)\cos\varphi\); damping removes any constant offset at this order. Then \(s_0\psi'=-hA\cos\varphi\), with \(A=c_0+s_0^2/\Omega\).

To second order, \(\langle|\mathbf m'|^2\rangle=\tfrac12h^2(1+A^2)\). Expanding \(s^2=s_0^2+2s_0c_0\delta\theta\) gives \(\langle s^2\psi'\rangle=s_0^2W+c_0h^2A/\Omega\). The balance becomes
\[
s_0^2W=\frac{h^2}{2\Omega}(1+A^2-2c_0A)=\frac{h^2}{2\Omega}\left[1-c_0^2+(A-c_0)^2\right]=\frac{h^2}{2\Omega}\left(s_0^2+\frac{s_0^4}{\Omega^2}\right),
\]
\[
W=\frac{h^2}{2\Omega}+\frac{h^2s_0^2}{2\Omega^3}.
\]
In this balance the second term comes from the anisotropy contribution \(s_0^2\,\delta\theta\) to the azimuthal oscillation; dropping that contribution leaves the first. This is not the limit of zero anisotropy, in which no cone would be selected and the law would not apply. In the weak-drive test above the law gives \(2.569\times10^{-4}\), and the computed drift is \(2.568\times10^{-4}\).

## The disk in numbers

The disk is 80 nm wide and 8 nm thick, with \(M=800\) emu/cm³ and \(\alpha=0.02\). Its axial demagnetizing factor is \(N=0.7967\), and each in-plane factor is \((1-N)/2\). Their difference gives the easy-plane field
\[
H_p=4\pi M\,\frac{3N-1}{2}=6987\ \text{Oe},\qquad \frac{\gamma H_p}{2\pi}=19.58\ \text{GHz}.
\]
With \(H_z=3500\) Oe, the reduced values are \(h_z=0.501\), \(h=0.0286\), \(\Omega=0.255\), and \(s_0^2=0.749\).

The first drift term is \(0.0286^2/(2\times0.255)=0.0016\), or 0.03 GHz. The second is larger by \(s_0^2/\Omega^2=11.5\), or 0.36 GHz. The second term is thus about 92% of the weak-drive value, 0.392 GHz. The full computation gives 0.460 GHz, 17% above the law, so higher orders in \(h\) matter here.

The opening spectrum follows from the same expansion. The cone itself supplies the slow line, with amplitude \(s_0=0.87\). Writing the oscillations of \(\theta\) and \(\psi\) as exponentials gives amplitude \((h/2\Omega)(A+c_0)=0.22\) at the drive frequency and \((h/2\Omega)(A-c_0)=0.16\) at \(2W-\Omega\). The computed values are 0.82, 0.24 and 0.18; the third line lies at \(-4.08\) GHz, the sign denoting the opposite sense of rotation.

At 200 Oe there are four fixed points: two repellers near the poles, a saddle at \(\cos\theta=0.253\), and an attractor at 0.239. The attractor is steady precession at 5 GHz, so the initial state decides between periodic and quasiperiodic motion. The cycle crosses \(\varphi=0\) at \(\cos\theta=0.591\). Crossings from above fall as 0.717, 0.695, 0.674, and those from below rise as 0.5878, 0.5889, 0.5896, as the Jordan argument requires. The transverse multiplier is 0.662, both from the divergence and from the slope of the return map.

When the drive is raised linearly over 600 reduced time units at fixed \(H_z\) and frequency, the mean precession is 0.10 GHz at 100 Oe, 0.82 GHz at 250 Oe and 1.58 GHz at 300 Oe. At 350 Oe it is 5.00 GHz: the magnetization has locked to the drive. A collision of the cycle with the saddle would explain this, but that is a conjecture; the collision was not traced.

## Removing the symmetry

A linearly polarized field is the sum of two fields rotating in opposite senses. A frame that stops one sees the other turn at \(2\Omega\), so time remains in the equations and the Jordan argument no longer applies to the orbits.

The two polarizations were compared for an easy-plane spin with \(h_z=0.1\) and \(\alpha=0.03\), at 64 combinations of \(\Omega=0.2\) to \(0.8\) and \(h=0.05\) to \(0.5\), from one initial state. Exponents were measured over 900 reduced time units, with an adopted resolution of 0.015. The largest was 0.001 for circular and about 0.15 for linear polarization; about 30 of the linear cases exceeded the resolution. These figures depend on time step and window: the largest linear exponent moves between 0.14 and 0.16, and in the following 900 time units only 22 cases stay above the resolution, so some are long chaotic transients. No circular case showed such sensitivity.

## The real device

The magnetization, damping and exchange constant are rough permalloy-like values; \(\alpha=0.02\) is above the rough 0.01 of a plain film, and a 200 Oe rotating field at 5 GHz is large for a microwave circuit. Real disks break the axial symmetry through film anisotropy or a slightly elliptical outline. In the model at 200 Oe, an in-plane anisotropy field raised slowly to 5 Oe lowers the drift from 0.46 to 0.44 GHz, 10 Oe lowers it to 0.38 GHz, and 20 Oe stops it. The outcome depends on history: if the drift has been stopped by a larger anisotropy field, it does not restart when that field is lowered to 10 Oe. With in-plane anisotropy the no-chaos theorem no longer protects the motion, though these runs were not examined for chaos.

Heat blurs the slow line. The friction coefficient for the azimuth is \(\alpha MVs_0^2/\gamma\), with \(V\) the disk volume, so Einstein's relation gives the diffusion constant \(D=\gamma k_BT/(\alpha MVs_0^2)\) and a full linewidth \(D/\pi\). For the undriven cone this is about 7 MHz at 4.2 K but roughly 500 MHz at 300 K, comparable with the drift frequency itself. The 300 K figure is only a rough estimate, because there \(D\) is no longer small against the rate at which the cone relaxes, as the linewidth formula assumes; \(D\) is about 0.8 of that rate, and the actual width is nearer 400 MHz. On the driven cycle at 200 Oe, runs with thermal noise give a phase diffusion about twice as large, with \(D/\pi\) near 14 MHz at 4.2 K and near 1 GHz at 300 K. At 300 K heat also carries the magnetization from the cycle into the locked state, in 2 to 3% of runs within 16 ns. A clear slow line from this disk would therefore need low temperature or a larger volume. A larger diameter, however, weakens the single-domain assumption, which is already marginal for this disk. With exchange constant \(1.3\times10^{-6}\) erg/cm, the exchange field of the first nonuniform mode is only about 690 Oe, 3.4 times the drive. At \(H_z=3500\) Oe an axially symmetric vortex estimate lies only about \(10\,k_BT\) (at 300 K) above the uniform cone, and it lies below the cone if the exchange constant is \(1.0\times10^{-6}\) erg/cm. Nonuniform modes add dimensions to the state space, and the theorem does not cover them. The remaining values are in the numerical output.

## Numbers as computed

```
Disk: M 800 emu/cm3, diameter 80 nm, thickness 8 nm, alpha 0.02
Fields: static 3500 Oe, rotating 200 Oe at 5.0 GHz
gamma/(2 pi) = 2.8025 MHz/Oe; axial demagnetizing factor = 0.7967
Easy-plane field H_p = 6987 Oe; gamma H_p/(2 pi) = 19.581 GHz; 1/(gamma H_p) = 8.128 ps
Reduced: hz = 0.5009, h = 0.02862, Omega = 0.2553
Index sum equals 2 in all 200 random parameter sets
Fixed point: cos(theta) = -0.9997, phi = -179.77 deg, repeller
Fixed point: cos(theta) = +0.9993, phi = -179.61 deg, repeller
Fixed point: cos(theta) = +0.2530, phi = -170.06 deg, saddle
Fixed point: cos(theta) = +0.2387, phi = -9.98 deg, attractor
Cycle: period 27.0973 (reduced) = 0.2202 ns, frequency 4.5404 GHz
Cycle: cos(theta) from 0.3895 to 0.5911; at section 0.5910
Drift frequency: rotating frame 0.4596 GHz, laboratory run 0.4596 GHz
Balance: <sin^2 psi'> = 0.023622, <|m'|^2>/Omega = 0.023622 (reduced)
Multiplier: from divergence 0.66164, from return map 0.66164
First section crossings from above: 0.7174 0.6949 0.6742 0.6558 0.6401 0.6273
First section crossings from below: 0.58776 0.58888 0.58961 0.59009 0.59041 0.59061
Transverse line k=0: +5.0000 GHz, amplitude 0.2406
Transverse line k=1: +0.4596 GHz, amplitude 0.8212
Transverse line k=2: -4.0808 GHz, amplitude 0.1790
Weak drive h=0.01, alpha=0.02, hz=0.5, Omega=0.6: drift 2.5678e-04, law 2.5694e-04 (reduced)
Weak drive h=0.01, alpha=0.02, hz=0.3, Omega=0.9: drift 1.1788e-04, law 1.1797e-04 (reduced)
Slow rise to 50 Oe: mean precession 0.0246 GHz, weak-drive law 0.0245 GHz
Slow rise to 100 Oe: mean precession 0.1011 GHz, weak-drive law 0.0981 GHz
Slow rise to 150 Oe: mean precession 0.2389 GHz, weak-drive law 0.2207 GHz
Slow rise to 200 Oe: mean precession 0.4596 GHz, weak-drive law 0.3923 GHz
Slow rise to 250 Oe: mean precession 0.8204 GHz, weak-drive law 0.6130 GHz
Slow rise to 300 Oe: mean precession 1.5828 GHz, weak-drive law 0.8828 GHz
Slow rise to 350 Oe: mean precession 5.0000 GHz, weak-drive law 1.2015 GHz
Slow rise to 400 Oe: mean precession 5.0000 GHz, weak-drive law 1.5694 GHz
200 Oe plus in-plane anisotropy 2 Oe: mean precession 0.4575 GHz
200 Oe plus in-plane anisotropy 5 Oe: mean precession 0.4434 GHz
200 Oe plus in-plane anisotropy 10 Oe: mean precession 0.3834 GHz
200 Oe plus in-plane anisotropy 20 Oe: mean precession -0.0001 GHz
200 Oe plus in-plane anisotropy 40 Oe: mean precession 0.0000 GHz
Lyapunov scan: 64 sets, Omega 0.2-0.8, h 0.05-0.5, hz 0.1, alpha 0.03; resolution 0.0151
Largest exponent (reduced): circular 0.0010, linear 0.1456
Linear-polarization sets above resolution: 29 of 64
Azimuth diffusion (reduced): stochastic run 1.266e-03, law 1.333e-03
Thermal full linewidth estimate: 6.74 MHz at 4.2 K, 482 MHz at 300 K
Exchange field of first nonuniform mode: 689 Oe (A = 1.3e-06 erg/cm, rough)
```
